\section*{Apex angle of a bent metal dihalide from its metal-isotope shift}

\section{Result and conventions}

A bent dihalide MX$_2$ has two equal bonds that meet at the metal with apex angle $\alpha$. The halogen mass is $m$. The metal is either a light isotope of mass $M$ or a heavy one of mass $M'$. Let $\omega$ and $\omega'$ be the harmonic wavenumbers of the antisymmetric stretch for these two species, and define
\begin{equation}
R=\left(\frac{\omega'}{\omega}\right)^2,\qquad s=1-\cos\alpha .
\end{equation}
The angle then follows from
\begin{equation}
\boxed{\;s=\frac{(1-R)/m}{R/M-1/M'}\,,\qquad \alpha=\arccos(1-s)\;}
\label{eq:main}
\end{equation}
No force constant and no bond length enters. The assumptions are small harmonic vibrations, an isolated molecule with two equivalent bonds, and one Born--Oppenheimer potential shared by both isotopic species. Measured fundamentals are not harmonic wavenumbers. When they are put into (\ref{eq:main}) they give an apparent angle, whose error is examined below.

\section{Why there is a single B$_2$ coordinate}

Place the molecule in the $xy$ plane with the metal at the origin and the bisector of the apex angle along $y$. The unit vectors along the bonds are
\begin{equation}
\mathbf e_1=\left(\sin\tfrac{\alpha}{2},\cos\tfrac{\alpha}{2}\right),\qquad
\mathbf e_2=\left(-\sin\tfrac{\alpha}{2},\cos\tfrac{\alpha}{2}\right).
\end{equation}
The mirror $x\to-x$ exchanges the halogens. Here B$_2$ denotes in-plane motions that change sign under this mirror; another choice of axes may call them B$_1$.

Let $\mathbf d_0,\mathbf d_1,\mathbf d_2$ be the displacements of the metal and the two halogens. A B$_2$ displacement must have the form
\begin{equation}
\mathbf d_0=(X,0),\qquad \mathbf d_1=(x,y),\qquad \mathbf d_2=(x,-y).
\end{equation}
It has three free parameters. One combination is the translation along $x$ and another is the rotation in the plane. One vibration remains. The three out-of-plane displacements are used up by one translation and two rotations, so they add no vibration.

To first order, the bond extensions are
\begin{equation}
q_1=\mathbf e_1\cdot(\mathbf d_1-\mathbf d_0),\qquad
q_2=\mathbf e_2\cdot(\mathbf d_2-\mathbf d_0).
\end{equation}
For the B$_2$ displacement they become
\begin{align}
q_1&=(x-X)\sin\tfrac{\alpha}{2}+y\cos\tfrac{\alpha}{2},\\
q_2&=-(x-X)\sin\tfrac{\alpha}{2}-y\cos\tfrac{\alpha}{2}=-q_1 .
\end{align}
One bond lengthens as the other shortens. The first-order change of the apex angle vanishes: reflection leaves an angle unchanged, yet it reverses a B$_2$ displacement and hence any quantity linear in it. The vibration is therefore described by
\begin{equation}
S=\frac{q_1-q_2}{\sqrt2}.
\end{equation}

\section{The potential in this coordinate}

Let $\eta$ be the change of the apex angle. The general quadratic potential that respects the equivalence of the bonds is
\begin{equation}
2V=f_r(q_1^2+q_2^2)+2f_{rr}q_1q_2+2f_{r\alpha}(q_1+q_2)\eta+f_\alpha\eta^2 .
\end{equation}
With the symmetric combination $Q=(q_1+q_2)/\sqrt2$, the extensions are $q_1=(Q+S)/\sqrt2$ and $q_2=(Q-S)/\sqrt2$, so that
\begin{equation}
q_1^2+q_2^2=Q^2+S^2,\qquad 2q_1q_2=Q^2-S^2,\qquad q_1+q_2=\sqrt2\,Q .
\end{equation}
Substitution gives
\begin{equation}
2V=(f_r+f_{rr})Q^2+2\sqrt2 f_{r\alpha}Q\eta+f_\alpha\eta^2+FS^2,
\qquad F=f_r-f_{rr}.
\end{equation}
The stretch--bend constant acts only among the symmetric coordinates. The B$_2$ motion has one force constant, $F$.

\section{The equation of motion}

For B$_2$ motion the potential is $V=FS^2/2$. Newton's equations follow from the gradients of $S$ with respect to the atomic positions, which are $\mathbf e_1/\sqrt2$ for halogen 1, $-\mathbf e_2/\sqrt2$ for halogen 2 and $-(\mathbf e_1-\mathbf e_2)/\sqrt2$ for the metal:
\begin{align}
m\ddot{\mathbf d}_1&=-\frac{FS}{\sqrt2}\,\mathbf e_1,\\
m\ddot{\mathbf d}_2&=+\frac{FS}{\sqrt2}\,\mathbf e_2,\\
M\ddot{\mathbf d}_0&=+\frac{FS}{\sqrt2}\,(\mathbf e_1-\mathbf e_2).
\end{align}
The three forces add to zero, as they must in an isolated molecule. Differentiate $S$ twice and insert the accelerations:
\begin{align}
\ddot S&=\frac{1}{\sqrt2}\left[\mathbf e_1\cdot\ddot{\mathbf d}_1-\mathbf e_2\cdot\ddot{\mathbf d}_2-(\mathbf e_1-\mathbf e_2)\cdot\ddot{\mathbf d}_0\right]\\
&=-\frac{FS}{2}\left[\frac1m+\frac1m+\frac{|\mathbf e_1-\mathbf e_2|^2}{M}\right].
\end{align}
Since $|\mathbf e_1-\mathbf e_2|^2=2-2\,\mathbf e_1\cdot\mathbf e_2=2(1-\cos\alpha)=2s$,
\begin{equation}
\ddot S=-FG\,S,\qquad G=\frac1m+\frac{s}{M}.
\end{equation}
This is a harmonic oscillator with
\begin{equation}
(2\pi c\,\omega)^2=FG .
\label{eq:freq}
\end{equation}

The angle enters through the recoil of the metal. The difference $\mathbf e_1-\mathbf e_2$ points along $x$ and has length $2\sin(\alpha/2)$, so the metal moves parallel to the line joining the halogens. Three angles show the effect:
\begin{itemize}
\item At $\alpha=180^\circ$, both bonds push the metal the same way, and $G=1/m+2/M$. The isotope effect is largest.
\item At $\alpha=90^\circ$, $G=1/m+1/M$, the inverse reduced mass of a diatomic MX. The recoil caused by one bond is perpendicular to the other.
\item In the formal limit $\alpha\to0$, the two forces on the metal cancel. Then $G=1/m$, and the metal isotope has no effect.
\end{itemize}

\section{Solving for the angle}

For the heavy isotope, $G'=1/m+s/M'$. The electronic potential is the same, so $F$ and the equilibrium angle are the same. Dividing the two forms of (\ref{eq:freq}) removes $F$:
\begin{equation}
R=\frac{G'}{G}=\frac{1/m+s/M'}{1/m+s/M}.
\label{eq:ratio}
\end{equation}
Multiply by the denominator and collect the terms in $s$:
\begin{align}
\frac Rm+\frac{Rs}{M}&=\frac1m+\frac{s}{M'},\\
s\left(\frac RM-\frac1{M'}\right)&=\frac{1-R}{m}.
\end{align}
Division gives (\ref{eq:main}). The divisor is not zero. With $\Delta=1/M-1/M'>0$, it equals
\begin{equation}
\frac RM-\frac1{M'}=\frac{G'/M-G/M'}{G}=\frac{\Delta}{mG}>0,
\label{eq:den}
\end{equation}
because the terms $s/(MM')$ cancel. As $\alpha$ rises from $0$ to $180^\circ$, $s$ rises steadily from 0 to 2, so each allowed $s$ belongs to one angle. Data that give $s>2$ correspond to no real angle.

The size of the shift is easier to see from
\begin{equation}
1-R=\frac{G-G'}{G}=\frac{s\Delta}{G}.
\label{eq:oneminus}
\end{equation}
For a small shift, $\omega'/\omega=\sqrt R\approx1-(1-R)/2$, and therefore
\begin{equation}
\omega-\omega'\approx\frac{\omega s\Delta}{2G}.
\end{equation}
If the metal is much heavier than the halogen, $G\approx1/m$. Since $\Delta=(M'-M)/(MM')$, the shift for a fixed mass difference then falls roughly as $1/M^2$ at fixed $\omega$, $m$ and $\alpha$. This law is approached slowly: for $m=19$ u, $\alpha\approx119^\circ$ and a mass difference of 4 u, raising $M$ from 50 to 100 u lowers the shift by a factor of about 3.2. For a given mass difference, heavy metals demand more precise band positions.

\section{A worked example}

Take round model values: $m=19$ u, $M=50$ u, $M'=54$ u, and bands at $700.0$ and $690.6$ cm$^{-1}$. First treat the bands as harmonic. Then
\begin{align}
R&=\left(\frac{690.6}{700.0}\right)^2=0.973323,\\
s&=\frac{(1-0.973323)/19}{0.973323/50-1/54}=1.4811,\\
\cos\alpha&=1-1.4811=-0.4811 .
\end{align}
The apex angle is $118.8^\circ$, or $2.073$ rad. Six digits of $R$ are kept because the denominator is a small difference.

The inverse effective masses are
\begin{align}
G&=\frac1{19}+\frac{1.4811}{50}=0.08225\ \mathrm{u}^{-1},\\
G'&=\frac1{19}+\frac{1.4811}{54}=0.08006\ \mathrm{u}^{-1}.
\end{align}
With $G$ known, (\ref{eq:freq}) also gives the force constant, $F=(2\pi c\,\omega)^2/G=351$ N/m. The isotope pair fixes the angle first; the absolute wavenumber then fixes the stiffness.

For comparison, a linear molecule with the same light band would have its heavy band at
\begin{equation}
700.0\sqrt{\frac{1/19+2/54}{1/19+2/50}}=688.7\ \mathrm{cm}^{-1}.
\end{equation}
Its shift would be $11.3$ cm$^{-1}$ instead of $9.4$ cm$^{-1}$. The distinction between this bent molecule and a linear one rests on less than $2$ cm$^{-1}$.

\section{How precise must the bands be?}

Differentiate (\ref{eq:ratio}) with respect to $s$:
\begin{equation}
\frac{dR}{ds}=\frac{G/M'-G'/M}{G^2}=-\frac{\Delta}{mG^2}.
\end{equation}
The numerator was reduced as in (\ref{eq:den}). Inverting gives $ds/dR=-mG^2/\Delta$. Since $ds=\sin\alpha\,d\alpha$ and, at fixed light band, $dR=2\omega'd\omega'/\omega^2$,
\begin{equation}
\frac{d\alpha}{d\omega'}=-\frac{2\omega' mG^2}{\omega^2\Delta\sin\alpha}.
\label{eq:error}
\end{equation}
The result is in radians per unit wavenumber. For the example it is $-16^\circ$ per cm$^{-1}$. An uncertainty of $0.1$ cm$^{-1}$ in the band separation, with the light band held fixed, gives angles from $117.2^\circ$ to $120.4^\circ$ when (\ref{eq:main}) is solved at both ends.

Equation (\ref{eq:error}) diverges at $180^\circ$ and must not be used there. Put $s=2-\epsilon$ and $\alpha=\pi-\beta$. Then $s=1+\cos\beta\approx2-\beta^2/2$, so
\begin{equation}
\beta\approx\sqrt{2\epsilon}.
\end{equation}
A small error in $s$ becomes a much larger error in the angle. If the molecule is linear but its shift is measured $0.1$ cm$^{-1}$ too small, the formula returns $165.8^\circ$. If the shift is measured too large, it returns no angle at all. Near linearity, the data support a range of angles rather than a value with a symmetric error.

\section{What anharmonicity does}

Write the measured fundamentals as $\nu=\omega(1-x)$ and $\nu'=\omega'(1-x')$. Then
\begin{equation}
\frac{\nu'}{\nu}=\frac{\omega'}{\omega}\,\frac{1-x'}{1-x}.
\end{equation}
A common fractional lowering cancels. The difference between $x$ and $x'$ does not. If $x'<x$, the measured ratio is too large, $s$ comes out too small, and the apparent angle is too small.

A single Morse oscillator shows why this ordering is plausible. With its depth $D$ expressed as a wavenumber, its levels are $\omega(v+\frac12)-(\omega^2/4D)(v+\frac12)^2$. The fundamental is $\omega-\omega^2/(2D)$, so $x=\omega/(2D)$. At fixed depth, the heavier species has the smaller $\omega$ and the smaller $x$. A molecule also has coupling between its vibrations, so the size of the bias needs a calculation in all three internal coordinates.

\subsection{The model potential}

I use
\begin{equation}
V=D\sum_{i=1}^{2}\left(1-e^{-aq_i}\right)^2+f_{rr}q_1q_2+\tfrac12k_b\eta^2,
\qquad a=\sqrt{\frac{f_r}{2D}},
\end{equation}
where $q_i$ and $\eta$ are now the full changes of bond length and angle. The choice of $a$ makes the curvature of each Morse bond $2Da^2=f_r$. The rough values are $D=5$ eV, $k_b=1.6$ eV/rad$^2$, $f_{rr}=20$ N/m and a bond length of $1.8$ \AA. The equilibrium angle is the $118.8^\circ$ found above, and $f_r=F+f_{rr}=371$ N/m. The harmonic bands of this model are thus $700.0$ and $690.6$ cm$^{-1}$.

\subsection{The quantum calculation}

Let $\mathbf r_i$ be the position of halogen $i$ relative to the metal. With the motion of the centre of mass removed, the kinetic energy $T$ obeys
\begin{equation}
2T=m(|\dot{\mathbf r}_1|^2+|\dot{\mathbf r}_2|^2)-\frac{m^2}{M+2m}|\dot{\mathbf r}_1+\dot{\mathbf r}_2|^2 .
\end{equation}
The cross term is removed by Radau vectors $\mathbf u_i=\mathbf r_i-b(\mathbf r_1+\mathbf r_2)$. Their squared velocities add to
\begin{equation}
\sum_i|\dot{\mathbf u}_i|^2=\sum_i|\dot{\mathbf r}_i|^2-2b(1-b)|\dot{\mathbf r}_1+\dot{\mathbf r}_2|^2 .
\end{equation}
The choice $2b(1-b)=m/(M+2m)$, or $b=\frac12[1-\sqrt{M/(M+2m)}]$, gives $2T=m\sum_i|\dot{\mathbf u}_i|^2$. For zero total angular momentum, the wave function depends on $u_1$, $u_2$ and the angle $\theta$ between the vectors. After the factor $1/(u_1u_2)$ is taken out of it, the Hamiltonian is
\begin{equation}
\begin{aligned}
H={}&-\frac{\hbar^2}{2m}\left(\frac{\partial^2}{\partial u_1^2}+\frac{\partial^2}{\partial u_2^2}\right)+V\\
&-\frac{\hbar^2}{2m}\left(\frac1{u_1^2}+\frac1{u_2^2}\right)
\left(\frac{\partial^2}{\partial\theta^2}+\cot\theta\frac{\partial}{\partial\theta}\right).
\end{aligned}
\end{equation}
It was diagonalized in a discrete variable representation with 11 functions for each length and 13 for the angle. States odd under exchange of the halogen positions contain an odd number of B$_2$ quanta. The lowest odd level minus the lowest even level is therefore the wanted fundamental. Enlarging the basis to 13 and 16 functions moves the light band by $10^{-4}$ cm$^{-1}$ and the apparent angle by less than $0.001^\circ$.

\subsection{Reading the bias}

The fundamentals are $693.61$ and $684.40$ cm$^{-1}$. They lie below the harmonic values by $0.913\%$ for the light species and $0.898\%$ for the heavy one, so $x'<x$ in this model. The isotope shift falls from $9.40$ to $9.22$ cm$^{-1}$. About half of that fall is the common fractional lowering, which cancels in the ratio. To isolate the rest, rescale both fundamentals so that the light one is again at $700.0$ cm$^{-1}$:
\begin{equation}
700.0\times\frac{684.396}{693.612}=690.70\ \mathrm{cm}^{-1}.
\end{equation}
The heavy band is $0.10$ cm$^{-1}$ too high. By (\ref{eq:error}) this should lower the angle by about $1.6^\circ$. Direct use of (\ref{eq:main}) indeed gives $117.2^\circ$, a bias of $-1.6^\circ$.

With the Morse bonds replaced by harmonic bonds of the same curvature, and all else fixed, the bias is still $-0.5^\circ$. The potential is then exactly quadratic in the bond lengths and the angle, but the kinetic energy written in these coordinates depends on the geometry, so the motion at finite amplitude is still not harmonic. Changing to Morse bonds adds the other $-1.1^\circ$.

The deviation is a quantum amplitude effect. If every mass is multiplied by $\lambda$, vibrational amplitudes scale as $\lambda^{-1/4}$. The leading fractional correction is quadratic in amplitude, because a cubic term contributes first in second order and a quartic term in first order. It should therefore scale as $\lambda^{-1/2}$. For $\lambda=100$, the calculated correction for the light species is $0.091\%$, one tenth of its former value.

If the example's bands are read as fundamentals, a first-order correction adds the bias back and gives $120.3^\circ$. A model with this equilibrium angle and the same force constants has an apparent angle of $118.7^\circ$, close to the required $118.8^\circ$. Given the band uncertainty, the example supports an angle of about $120^\circ$, conditional on the rough potential. The size of the bias depends on that potential: varying $D$ from 3 to 7 eV, $k_b$ from 0.5 to 4 eV/rad$^2$, or adding a stretch--bend constant of $\pm1$ eV/(\AA\,rad), one at a time, moves it between $-0.9^\circ$ and $-2.4^\circ$. The sign of the bias is calculated for these potentials and is not a general bound.

\section{Exchanging the halogens instead}

Suppose both halogens are replaced by a heavier isotope of mass $m'$, while the metal mass stays $M$. With $R_X$ the squared wavenumber ratio for this substitution,
\begin{equation}
R_X=\frac{1/m'+s/M}{1/m+s/M}.
\end{equation}
Multiplying out and collecting $s$ gives
\begin{equation}
s=\frac{M(R_X/m-1/m')}{1-R_X}.
\end{equation}
Increasing $R_X$ raises the numerator and lowers the denominator, so $s$ increases. This is opposite to metal substitution. If anharmonicity raises both measured ratios, the metal pair gives too small an angle and the halogen pair too large a one. The two results then bracket the equilibrium angle, provided that anharmonicity is the dominant error. The premise is not guaranteed. In the model above, with the halogen mass formally raised from 19 to 21 u, Morse bonds give a halogen bias of $+2.2^\circ$, but harmonic bonds give $-0.3^\circ$, on the same side as the metal pair. Fluorine has one stable isotope, so this route suits chlorides rather than fluorides.

\section{Use on real spectra}

The example lies roughly in the regime of matrix-isolated difluorides of 3d metals, whose antisymmetric stretches are of order $700$ cm$^{-1}$. The masses are close to those of two chromium isotopes. Iron also has stable isotopes four mass units apart, near 54 and 58 u, but the masses themselves matter: the same two bands read with the iron masses give $142^\circ$. The angle is not typical of the late 3d difluorides, which are linear or nearly so, and it is not assigned to iron difluoride. For such molecules, the square-root error near $180^\circ$ is the more relevant case, and it amplifies the anharmonic bias as well. If the model potential is made linear, with the light harmonic band kept at $700.0$ cm$^{-1}$, the rescaled heavy fundamental lies about $0.1$ cm$^{-1}$ too high, and exact fundamentals give an apparent angle near $165^\circ$. An apparent angle in this range is therefore not evidence of a bent molecule.

A matrix that multiplies $F$ by the same factor for both species, without changing the apex angle, leaves the harmonic ratio unchanged. Real matrices also offer several trapping sites. If the two bands come from different sites, their separation contains a site shift, and each $0.1$ cm$^{-1}$ moves the example's angle by about $1.6^\circ$. A site that makes the bonds inequivalent removes the symmetry on which the derivation rests; that error is not estimated here.

Temperature matters because it populates excited vibrational levels. The lowest belongs to the bend, whose fundamental in the model is $144$ cm$^{-1}$. The Boltzmann ratio of its first excited level to its ground level is about $10^{-9}$ at 10 K and $0.81$ at 1000 K. At 1000 K the stretches are excited too: for the antisymmetric one the ratio is $0.37$. Hot bands are negligible in a cold matrix. In hot vapour, those from the bend and from both stretches can displace the maximum of an unresolved band, so the ground-state transition must be identified before the formula is used.
